**Mean threshold shift from random discrete acceptors**

The program uses the subthreshold relation $\Delta V_T=-m(kT/q)\ln A$, where $m$ is the slope factor and $A$ is the current relative to uniform doping. For a wide device with a short barrier, $\ln A=S=N\int(e^{-g}-1+g)\,d^3r$, where $N$ is the acceptor density and $g$ is the interface barrier of one acceptor in units of $kT$. It asserts agreement of the slope factor with a numerical derivative, of the Fourier-space barrier with a finite-volume Poisson solution, and of the barrier mean and variance with independent evaluations. Explicit random acceptors give a current ratio of $2.12\pm0.07$, against $e^S=2.02$, which is within the asserted tolerance. The program also asserts that the second-order mode formula agrees with a discrete flow solver, that short, wide sheets have a larger $\ln A$ than long, narrow ones, and that the square-sheet result is stable on a coarser grid. For the model parameters the wide-device shift is $-22.7$ mV, while the Gaussian estimate is $-39.0$ mV. The mean shift is $-12.1$ mV for a sheet 10 nm long and 50 nm wide, and $+9.8$ mV when these dimensions are exchanged.

## Verification by program

```python
"""Random discrete acceptors and the mean subthreshold threshold voltage.
Result under test: with du = (barrier - uniform-doping barrier)/kT, parallel
paths give dVT = -m (kT/q) ln(width average of exp(-du)). For Poisson acceptors
the wide-device limit is -m (kT/q) S, S = N * integral(exp(-g) - 1 + g), where
g(r,z) is the barrier in kT at the interface from one acceptor at lateral
distance r and depth z. Series variation along the channel opposes the shift.
Lengths are in nm, permittivities are relative, barriers are in units of kT.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, solveh_banded
from scipy.ndimage import map_coordinates
from scipy.special import j0

rng = np.random.default_rng(12345)

# Model parameters
temperature = 300.0
density = 2.0e-3            # acceptors per nm^3
t_ox = 2.0
psi_s = 0.90                # surface potential, V
eps_s, eps_ox = 11.7, 3.9
v_th = const.k * temperature / const.e
e_over_eps0 = const.e / const.epsilon_0 * 1e9      # V nm
strength = e_over_eps0 / v_th                      # nm
depth = np.sqrt(2 * eps_s * psi_s / (e_over_eps0 * density))
slope = 1 + eps_s * t_ox / (eps_ox * depth)


# Slope factor against a numerical derivative of the gate-voltage relation
def gate_voltage(psi):
    w = np.sqrt(2 * eps_s * psi / (e_over_eps0 * density))
    return psi + e_over_eps0 * density * w * t_ox / eps_ox


slope_fd = (gate_voltage(psi_s + 1e-4) - gate_voltage(psi_s - 1e-4)) / 2e-4
assert abs(slope_fd - slope) < 1e-6


def k_times_kernel(k, z):
    """k times the lateral Fourier kernel of one acceptor at depth z."""
    ratio = (np.exp(-k * z) - np.exp(-k * (2 * depth - z)))
    ratio = ratio / (1 - np.exp(-2 * k * depth))
    return ratio / (eps_s / np.tanh(k * depth) + eps_ox / np.tanh(k * t_ox))


def kernel_by_finite_volume(k, n_ox=400, n_si=2000):
    """Interface response to a unit sheet source at a quarter of the depth."""
    h = np.r_[np.full(n_ox, t_ox / n_ox), np.full(n_si, depth / n_si)]
    eps = np.r_[np.full(n_ox, eps_ox), np.full(n_si, eps_s)]
    bond = eps / h
    mass = k**2 * eps * h / 2
    size = len(h) - 1
    bands = np.zeros((3, size))
    bands[1] = bond[:-1] + bond[1:] + mass[:-1] + mass[1:]
    bands[0, 1:] = -bond[1:-1]
    bands[2, :-1] = -bond[1:-1]
    source = np.zeros(size)
    source[n_ox - 1 + n_si // 4] = 1.0
    return solve_banded((1, 1), bands, source)[n_ox - 1]


for k_test in (0.02, 0.1, 0.4):
    formula = k_times_kernel(k_test, depth / 4) / k_test
    assert abs(kernel_by_finite_volume(k_test) / formula - 1) < 1e-3

# Real-space barrier: analytic near-field Coulomb part plus smooth remainder
nodes, weights = np.polynomial.legendre.leggauss(800)
k_nodes, k_weights = 4 * (nodes + 1), 4 * weights
near_field = strength / (2 * np.pi * (eps_s + eps_ox))


def acceptor_barrier_times_distance(r, z):
    kk, zz = k_nodes[:, None], z[None, :]
    rest = k_times_kernel(kk, zz) - np.exp(-kk * zz) / (eps_s + eps_ox)
    smooth = j0(np.outer(r, k_nodes)) @ (k_weights[:, None] * rest)
    distance = np.hypot(r[:, None], zz)
    return near_field + distance * strength * smooth / (2 * np.pi)


# Volume integrals over acceptor positions
r_max = 120.0
s, ws = np.polynomial.legendre.leggauss(160)
s, ws = (s + 1) / 2, ws / 2
r_q, z_q = r_max * s**2, depth * s**2
g = acceptor_barrier_times_distance(r_q, z_q) / np.hypot(r_q[:, None], z_q)
volume = np.outer(2 * np.pi * r_q * 2 * r_max * s * ws, 2 * depth * s * ws)
mean_real = density * np.sum(volume * g)
variance = density * np.sum(volume * g**2)
log_average = density * np.sum(volume * (np.expm1(-g) + g))

# Mean from the uniform-charge capacitance relation
mean_barrier = strength * density * depth / 2
mean_barrier /= eps_s / depth + eps_ox / t_ox
assert abs(mean_real / mean_barrier - 1) < 1e-3


# Variance from the Fourier side
def variance_integrand(k):
    x = k * depth
    depth_part = 1 / (2 * k * np.tanh(x)) - depth / 2 / np.sinh(min(x, 300))**2
    stiffness = eps_s / np.tanh(x) + eps_ox / np.tanh(k * t_ox)
    return depth_part / (k * stiffness**2) / (2 * np.pi)


fourier = quad(variance_integrand, 1e-4, 1, limit=200)[0]
fourier += quad(variance_integrand, 1, np.inf, limit=200)[0]
variance_fourier = density * strength**2 * fourier
assert abs(variance / variance_fourier - 1) < 5e-3

# Interpolation table for explicit random acceptors
dr, dz = 0.25, depth / 96
table = acceptor_barrier_times_distance(np.arange(0, r_max + dr / 2, dr),
                                        np.linspace(0, depth, 97))


def random_barrier(px, py, margin):
    """Barrier at points (px, py) from one random set of acceptors."""
    x_lo, x_hi = px.min() - margin, px.max() + margin
    y_lo, y_hi = py.min() - margin, py.max() + margin
    count = rng.poisson(density * depth * (x_hi - x_lo) * (y_hi - y_lo))
    ax, ay = rng.uniform(x_lo, x_hi, count), rng.uniform(y_lo, y_hi, count)
    az = rng.uniform(0, depth * (1 - 1e-12), count)
    r2 = (px[:, None] - ax)**2 + (py[:, None] - ay)**2
    z_index = np.broadcast_to(az / dz, r2.shape)
    value = map_coordinates(table, [np.sqrt(r2) / dr, z_index], order=1,
                            mode="constant", cval=0.0, prefilter=False)
    return np.sum(value / np.sqrt(r2 + az**2), axis=1)


def mean_and_error(values):
    values = np.asarray(values)
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


# Parallel paths across a short barrier: 200 nm lines sampled every 2 nm
y_line = np.arange(1.0, 200.0, 2.0)
lines = np.array([random_barrier(np.zeros(100), y_line, 60.0)
                  for _ in range(160)]) - mean_barrier
line_mean, line_mean_err = mean_and_error(lines.mean(axis=1))
boltz, boltz_err = mean_and_error(np.exp(-lines).mean(axis=1))
# The 0.03 allowance covers the finite lateral range and table interpolation
assert abs(line_mean) < 4 * line_mean_err + 0.03
assert boltz_err / boltz < 0.15
assert abs(boltz / np.exp(log_average) - 1) < 4 * boltz_err / boltz + 0.03

to_mv = -slope * v_th * 1e3
width_results = []
for n_points in (5, 25, 100):
    blocks = lines.reshape(160, -1, n_points)
    log_current = np.log(np.exp(-blocks).mean(axis=2))
    # The zero-mean width average is added back to reduce sampling noise
    gain, gain_err = mean_and_error((log_current + blocks.mean(axis=2)).mean(1))
    spread = abs(to_mv) * log_current.std()
    width_results.append((2 * n_points, to_mv * gain, abs(to_mv) * gain_err,
                          spread))
ordered = np.sort(np.exp(-lines), axis=1)[:, ::-1]
share = np.cumsum(ordered, axis=1) / ordered.sum(axis=1, keepdims=True)
half_fraction = np.mean((share < 0.5).sum(axis=1) + 1) / 100


def log_sheet_current(u):
    """ln(I/I_uniform) of a sheet; axis 0 is the transport direction."""
    k = np.exp(-np.minimum(u, 40.0))
    nx, ny = k.shape
    gx = 2 / (1 / k[1:] + 1 / k[:-1])
    gy = 2 / (1 / k[:, 1:] + 1 / k[:, :-1])
    diagonal = np.zeros((nx, ny))
    diagonal[1:] += gx
    diagonal[:-1] += gx
    diagonal[:, 1:] += gy
    diagonal[:, :-1] += gy
    diagonal[0] += 2 * k[0]
    diagonal[-1] += 2 * k[-1]
    bands = np.zeros((ny + 1, nx * ny))
    bands[0] = diagonal.ravel()
    across = np.zeros((nx, ny))
    across[:, :-1] = -gy
    bands[1] = across.ravel()
    bands[ny, :(nx - 1) * ny] = -gx.ravel()
    source = np.zeros(nx * ny)
    source[:ny] = 2 * k[0]
    phi = solveh_banded(bands, source, lower=True).reshape(nx, ny)
    return np.log(np.sum(2 * k[-1] * phi[-1]) * nx / ny)


# Second-order mode formula on a weakly disordered rectangle
nx, ny = 60, 40
x = (np.arange(nx) + 0.5)[:, None] / nx
y = (np.arange(ny) + 0.5)[None, :] / ny
weak, mode_formula = np.zeros((nx, ny)), 0.0
for m_x, m_y, amp in ((0, 1, .04), (1, 0, .02), (2, 1, .025), (1, 2, .03)):
    mode = amp * np.cos(m_x * np.pi * x) * np.cos(m_y * np.pi * y)
    weak += mode
    kx2, ky2 = (m_x / nx)**2, (m_y / ny)**2
    mode_formula += 0.5 * (ky2 - kx2) / (ky2 + kx2) * np.mean(mode**2)
mode_solver = (log_sheet_current(weak) + log_sheet_current(-weak)) / 2
assert abs(mode_solver / mode_formula - 1) < 0.02

# Two-dimensional flow through real acceptor fields, 50 nm square, 1 nm grid
grid = np.arange(50) + 0.5
gx_pts, gy_pts = [a.ravel() for a in np.meshgrid(grid, grid, indexing="ij")]


def sheet_gain(u):
    return log_sheet_current(u) + u.mean()


short, square, long_, coarse = [], [], [], []
for _ in range(20):
    field = random_barrier(gx_pts, gy_pts, 40.0).reshape(50, 50) - mean_barrier
    pair = (field, field.T)
    square.append(np.mean([sheet_gain(f) for f in pair]))
    coarse.append(np.mean([sheet_gain(f[::2, ::2]) for f in pair]))
    short.append(np.mean([sheet_gain(f[i:i + 10]) for f in pair
                          for i in range(0, 50, 10)]))
    long_.append(np.mean([sheet_gain(f[:, i:i + 10]) for f in pair
                          for i in range(0, 50, 10)]))
contrast, contrast_err = mean_and_error(np.array(short) - np.array(long_))
assert contrast > 3 * contrast_err
grid_diff, grid_err = mean_and_error(np.array(coarse) - np.array(square))
# The 0.05 allowance is for the discretization of narrow barrier peaks
assert abs(grid_diff) < 3 * grid_err + 0.05

print(f"temperature: {temperature:.0f} K")
print(f"thermal voltage kT/q: {v_th*1e3:.3f} mV")
print(f"acceptor density: {density*1e21:.2e} cm^-3")
print(f"oxide thickness: {t_ox:.1f} nm")
print(f"surface potential: {psi_s:.2f} V")
print(f"relative permittivities Si, oxide: {eps_s}, {eps_ox}")
print(f"depletion depth: {depth:.2f} nm")
print(f"slope factor m: {slope:.4f}; numerical derivative: {slope_fd:.4f}")
print(f"near-field barrier times distance: {near_field:.3f} kT nm")
print(f"mean acceptor barrier, capacitance: {mean_barrier:.4f} kT")
print(f"mean acceptor barrier, volume integral: {mean_real:.4f} kT")
print(f"barrier variance, real space: {variance:.4f} (kT)^2")
print(f"barrier variance, Fourier: {variance_fourier:.4f} (kT)^2")
print(f"barrier standard deviation: {np.sqrt(variance)*v_th*1e3:.1f} meV")
print(f"S, Poisson average: {log_average:.4f}")
print(f"sigma^2/2, Gaussian estimate: {variance/2:.4f}")
print(f"current ratio exp(S): {np.exp(log_average):.3f}")
print(f"current ratio, random acceptors: {boltz:.3f} +- {boltz_err:.3f}")
print(f"mean du, random acceptors: {line_mean:.3f} +- {line_mean_err:.3f} kT")
print(f"wide-device threshold shift: {to_mv*log_average:.2f} mV")
print(f"Gaussian estimate of that shift: {to_mv*variance/2:.2f} mV")
for w, shift, err, spread in width_results:
    print(f"short barrier, width {w} nm: mean shift {shift:.2f} +- {err:.2f} mV,"
          f" threshold std {spread:.1f} mV")
print(f"width fraction carrying half the current (200 nm): {half_fraction:.3f}")
print(f"weak-mode ln(I/I0), formula: {mode_formula:.4e}")
print(f"weak-mode ln(I/I0), flow solver: {mode_solver:.4e}")
for label, data in (("length 10, width 50 nm", short),
                    ("length 50, width 50 nm", square),
                    ("length 50, width 10 nm", long_),
                    ("length 50, width 50 nm, 2 nm grid", coarse)):
    value, err = mean_and_error(data)
    print(f"sheet {label}: mean shift {to_mv*value:.2f} +- "
          f"{abs(to_mv)*err:.2f} mV")
print("all tests passed")
```

Running it gives:

```
temperature: 300 K
thermal voltage kT/q: 25.852 mV
acceptor density: 2.00e+18 cm^-3
oxide thickness: 2.0 nm
surface potential: 0.90 V
relative permittivities Si, oxide: 11.7, 3.9
depletion depth: 24.12 nm
slope factor m: 1.2487; numerical derivative: 1.2487
near-field barrier times distance: 7.141 kT nm
mean acceptor barrier, capacitance: 6.9343 kT
mean acceptor barrier, volume integral: 6.9342 kT
barrier variance, real space: 2.4182 (kT)^2
barrier variance, Fourier: 2.4182 (kT)^2
barrier standard deviation: 40.2 meV
S, Poisson average: 0.7024
sigma^2/2, Gaussian estimate: 1.2091
current ratio exp(S): 2.019
current ratio, random acceptors: 2.119 +- 0.070
mean du, random acceptors: -0.034 +- 0.036 kT
wide-device threshold shift: -22.67 mV
Gaussian estimate of that shift: -39.03 mV
short barrier, width 10 nm: mean shift -5.79 +- 0.25 mV, threshold std 36.4 mV
short barrier, width 50 nm: mean shift -14.92 +- 0.45 mV, threshold std 23.3 mV
short barrier, width 200 nm: mean shift -20.55 +- 0.61 mV, threshold std 12.9 mV
width fraction carrying half the current (200 nm): 0.199
weak-mode ln(I/I0), formula: 3.6812e-04
weak-mode ln(I/I0), flow solver: 3.6765e-04
sheet length 10, width 50 nm: mean shift -12.12 +- 1.11 mV
sheet length 50, width 50 nm: mean shift -2.91 +- 0.55 mV
sheet length 50, width 10 nm: mean shift 9.76 +- 1.12 mV
sheet length 50, width 50 nm, 2 nm grid: mean shift -2.70 +- 0.54 mV
all tests passed
```
